Heavy-Hole and Light-Hole Momentum Matrix Elements in a Quantum Well, part 1

(Sections cited here and not found follow in the second part.)

## First half: from the gain to the zone-centre matrix elements

A semiconductor with the zincblende structure contains a quantum well grown along z, the [001] direction. Electrons sit in a conduction band whose edge is s-like, and holes in a valence band whose edge is p-like. Light travelling in the plane of the well can have its electric field in that plane, which is called TE here, or along z, which is called TM. The problem asks how strongly each polarisation couples the conduction subbands to the heavy-hole and light-hole subbands, and what this means for gain.

Hartree atomic units are used, so ħ, the electron mass and the elementary charge are 1. The in-plane wavevector is k, and the zone centre is k = 0. The cell-periodic functions are taken to be the same in well and barrier. The spin-orbit correction to the momentum operator is neglected, as are the terms odd in wavevector that the lack of inversion symmetry allows in the valence band. Mixing of the hole bands by the atomic structure of the interfaces is also left out.

### (a) Which quantity decides the gain?

Light of frequency ω and real unit polarisation vector e acts on the electrons. Find how the gain depends on the matrix elements between a conduction state c and a valence state v.

**Solution.** The wavelength is much greater than the well width and the lattice period, and the wavevector of the light is much smaller than the typical in-plane wavevectors of the carriers. The vector potential may therefore be taken as uniform, A(t) = e A₀ cos ωt. For an electron, with the charge and the speed of light absorbed into A, the kinetic energy (p + A)²/2 gives

(p + A)²/2 = p²/2 + A·p + A²/2.

The last term depends on time alone. It multiplies every state by the same phase and causes no transition. The perturbation is therefore A₀ cos ωt (e·p).

Write M = ⟨c|e·p|v⟩ and x = E_c − E_v − ω. Of the two exponentials in the cosine, the one near resonance gives the first-order amplitude to go from v to c,

a(t) = −i (A₀/2) M ∫₀ᵗ exp(ixt′) dt′.

Its squared modulus is

|a(t)|² = (A₀²/4) |M|² sin²(xt/2)/(x/2)².

As a function of x, the last factor has area 2πt and a width of order 1/t. At long times it acts as 2πt δ(x), so the rate is

W = (π/2) A₀² |M|² δ(E_c − E_v − ω).

The downward rate is the same, since |⟨v|e·p|c⟩| = |M|. Let f_c and f_v be the electron occupations of the two states. Emission needs c full and v empty, and absorption needs the reverse. The difference of the two is

f_c(1 − f_v) − f_v(1 − f_c) = f_c − f_v.

The gain is the net emitted power divided by the light intensity and the volume. Hence

g(ω) = K(ω) Σ |⟨c|e·p|v⟩|² (f_c − f_v) δ(E_c − E_v − ω),

where K(ω) is positive and does not depend on the electronic states. A pair of states with M = 0 contributes nothing, however strong the inversion.

At k = 0 each subband is a degenerate pair, because time reversal turns one member into the other. The two members have equal occupations, so what enters is the strength

S(e) = Σ |⟨c|e·p|v⟩|²,

summed over both conduction spins and both valence partners. If the four numbers M are written as a 2 × 2 matrix, S is the trace of M†M. A unitary change of basis within either pair leaves that trace unchanged, so S does not depend on how the partners are chosen.

The zone centre matters because it fixes the gain at the edge of a subband pair. For parabolic subbands with reduced in-plane mass μ and edge energy E₀, the sum over k in an area 𝒜 is

𝒜 ∫₀^∞ (k dk/2π) δ(E₀ + k²/2μ − ω) = 𝒜 μ/2π for ω > E₀,

as the substitution ε = k²/2μ, with k dk = μ dε, shows. The spectrum starts with a step whose height is proportional to S at k = 0.

### (b) Separating the envelope from the crystal

At k = 0 let the states be ψ_c = F_c(z)u_c(r)/√𝒜 and ψ_v = F_v(z)u_v(r)/√𝒜. The envelopes F are real and normalised along z. The functions u are lattice-periodic, mutually orthogonal over a cell, and normalised so that the cell average of |u|² is 1. Reduce ⟨ψ_c|e·p|ψ_v⟩ to an envelope factor times a crystal factor.

**Solution.** With p = −i∇, the product rule gives

e·p (F_v u_v) = F_v (e·p u_v) − i e_z (dF_v/dz) u_v.

Consider the first term. The product u_c*(e·p u_v) is periodic, so it is a sum of plane waves exp(iG·r) over reciprocal lattice vectors G. Its G = 0 part is the cell average, written ⟨u_c|e·p|u_v⟩. Integration over the plane removes every G with an in-plane component. What remains is

⟨u_c|e·p|u_v⟩ ∫ F_c F_v dz + terms with ∫ F_c F_v exp(iGz) dz, G ≠ 0.

The envelope product varies over the well width L, while the exponential oscillates over a lattice period, so the integrals with G ≠ 0 are small. For a square well with one mass throughout, F and dF/dz are continuous and the second derivative jumps at the interfaces. Three integrations by parts then show that these integrals are of order 1/(GL)³.

In the second term the cell average is that of u_c*u_v, which is zero by orthogonality. Again, integrals with G ≠ 0 are left, and they are small for the same reason. To leading order in the ratio of lattice period to well width,

⟨ψ_c|e·p|ψ_v⟩ = O_v ⟨u_c|e·p|u_v⟩, O_v = ∫ F_c F_v dz.

The polarisation enters through the crystal factor alone. The derivative of the envelope, which might seem to offer a TM coupling of its own, drops out because the two bands have orthogonal cell functions.

A direct integration tested this result along z with sinusoidal cell functions of period 10 bohr in a well 150 bohr wide. The full integral and the product differ by 2.6×10⁻⁵ relative to the product. Nearly all of this comes from the numerical differentiation. A central difference with spacing h = 0.02 bohr lowers the derivative of a sinusoid with wavenumber G = 2π/10 per bohr by the fraction (Gh)²/6 = 2.6×10⁻⁵. The error of the approximation itself is much smaller than this figure.

### (c) The crystal factor for orbitals without spin

The conduction function S is unchanged by the operations of the tetrahedral group. The valence functions X, Y and Z transform among themselves like x, y and z. Find the nine numbers ⟨S|p_i|j⟩, with i = x, y, z and j = X, Y, Z.

**Solution.** A matrix element keeps its value when both functions and the operator are transformed together. Rotate by 180° about the x axis. Then S and p_x are unchanged, while Y and Z change sign. Therefore

⟨S|p_x|Y⟩ = −⟨S|p_x|Y⟩ = 0, ⟨S|p_x|Z⟩ = −⟨S|p_x|Z⟩ = 0.

The 180° rotations about y and z remove the other elements with unlike labels. Next, rotate by 120° about [111], which takes x to y, y to z and z to x. This gives

⟨S|p_x|X⟩ = ⟨S|p_y|Y⟩ = ⟨S|p_z|Z⟩ = p.

All nine numbers are contained in

⟨S|p_i|j⟩ = p δ_ij.

Inversion was not used, so the result holds in zincblende, where X may contain a part shaped like yz as well as one shaped like x. A numerical test with orbitals containing such parts confirmed the pattern. For real orbitals p is imaginary, but only |p|² will be needed. The momentum operator does not act on spin, so the conduction and valence spins must also agree.

### (d) The valence states with spin

Spin-orbit coupling acts within the six states formed from X, Y, Z and the two spins. Find the states at the top of the valence band, and choose them to have definite angular momentum about z.

**Solution.** The coupling is the scalar product of the spin S with an orbital vector Λ proportional to ∇V × p, where V is the crystal potential. The component Λ_z changes sign under 180° rotations about x and about y, and is unchanged by the one about z. The same sign argument as in part (c) leaves only its elements between X and Y. Since Λ_z is Hermitian and imaginary, those two elements are imaginary and opposite. The 120° rotation gives the other components the same constant. Within this space Λ is thus proportional to the matrices L of an angular momentum 1:

L_z X = iY, L_z Y = −iX, L_z Z = 0, and cyclic permutations.

With Δ as the splitting, write the coupling as (2Δ/3) L·S. For J = L + S, the square is J² = L² + S² + 2L·S, so

L·S = [J(J+1) − 2 − 3/4]/2.

This is 1/2 for J = 3/2 and −1 for J = 1/2. The energies are Δ/3 and −2Δ/3. For positive Δ the J = 3/2 quartet is on top, and the J = 1/2 pair is the split-off band.

For the state with J_z = 3/2, note that L_z(X + iY) = iY + X, so X + iY has L_z = 1. Its norm squared is 2. With the usual sign,

HH+ = −(X + iY)↑/√2.

The state with J_z = 1/2 follows from the lowering operator J₋ = L₋ + S₋, where L₋ = L_x − iL_y. From L_x X = 0 and L_y X = −iZ one finds L₋X = −Z. From L_x Y = iZ and L_y Y = 0 one finds L₋Y = iZ. Hence

L₋(X + iY) = −Z + i(iZ) = −2Z.

Since S₋↑ = ↓,

J₋ HH+ = √2 Z↑ − (X + iY)↓/√2.

The norm of J₋ acting on this state is √(15/4 − 3/4) = √3. Division by √3 gives

LH+ = [2Z↑ − (X + iY)↓]/√6.

Time reversal conjugates the orbitals and takes ↑ to ↓ and ↓ to −↑. Up to an overall sign, the partners are

HH− = (X − iY)↓/√2, LH− = [2Z↓ + (X − iY)↑]/√6.

The split-off state with J_z = 1/2 is the combination of Z↑ and (X + iY)↓ orthogonal to LH+:

SO+ = [Z↑ + (X + iY)↓]/√3.

Its overlap with LH+ is proportional to 2 − 2 = 0, because X + iY has norm squared 2.

### (e) Why confinement selects these states

In the bulk the four J = 3/2 states are degenerate, and any combination of them would serve. Show what confinement along z does to them at k = 0, with the split-off band far away.

**Solution.** At k = 0 the confinement energy is quadratic in k_z = −i d/dz. The coefficient of k_z² is a Hermitian 4 × 4 matrix unchanged by time reversal. The space of such matrices has dimension six, and is spanned by the unit matrix and the five independent traceless quadratic products of J_x, J_y and J_z. The 180° rotations forbid mixed products such as J_xJ_z + J_zJ_x. The operation that turns the crystal by 90° about z and reflects z forbids J_x² − J_y². Only the unit matrix and J_z² survive.

With the Luttinger parameters γ₁ and γ₂, and with hole energy counted downwards from the band edge, the standard form is

H = ½[γ₁ + (5/2)γ₂ − 2γ₂J_z²] k_z² + V_h(z),

where V_h is the barrier seen by the hole. Insert J_z² = 9/4 for HH and 1/4 for LH:

HH: ½(γ₁ − 2γ₂)k_z², LH: ½(γ₁ + 2γ₂)k_z².

The two kinds of hole do not mix at k = 0. Their masses along z are 1/(γ₁ − 2γ₂) and 1/(γ₁ + 2γ₂). For positive γ₂ the state with J_z = ±3/2 is the heavier one along z, hence its name, and its lowest level lies closer to the band edge. The different confinement energies lift the bulk degeneracy and fix the states of part (d).

### (f) The matrix elements

Evaluate S(e) for TE and TM light, for transitions from a conduction subband to a heavy-hole and to a light-hole subband at k = 0.

**Solution.** Begin with the heavy hole and e along x. By part (c), only the X component with matching spin counts:

⟨S↑|p_x|HH+⟩ = −p/√2, ⟨S↓|p_x|HH−⟩ = p/√2.

The other two spin combinations vanish. The squares add to |p|²/2 + |p|²/2 = |p|². For e along y the factors ±i do not change the squares, so every linear polarisation along x or y gives |p|².

For e along z only a Z component counts, and neither heavy-hole state has one:

⟨S↑|p_z|HH±⟩ = ⟨S↓|p_z|HH±⟩ = 0.

For the light hole and e along x,

⟨S↓|p_x|LH+⟩ = −p/√6, ⟨S↑|p_x|LH−⟩ = p/√6,

and the squares add to |p|²/3. For e along z,

⟨S↑|p_z|LH+⟩ = 2p/√6, ⟨S↓|p_z|LH−⟩ = 2p/√6.

Each square is 4|p|²/6 = 2|p|²/3, and the sum is 4|p|²/3. With the envelope overlaps of part (b),

S_TE(HH) = |p|²O_hh², S_TM(HH) = 0,

S_TE(LH) = |p|²O_lh²/3, S_TM(LH) = 4|p|²O_lh²/3.

One conduction spin carries half of each value. By part (a), the conduction–heavy-hole transition at the zone centre has no TM gain at any level of inversion.

There is a second way to see the zero. In this set of states p_z turns Z into S and leaves the spin alone, so it conserves J_z. The heavy hole has J_z = ±3/2 and the electron ±1/2, so p_z cannot connect them. In terms of shape, the heavy-hole orbitals lie in the plane, and motion along z does not link them to an s-like orbital. The envelopes play no part in this, so the zero holds for every heavy-hole subband at k = 0 within the stated model.

## Second half: directions, numbers and the limits of the rule

The following symbols and results carry over. The well is grown along z, k is the in-plane wavevector, and e is the polarisation vector. S(e) is the squared matrix element of e·p summed over both conduction spins and both valence partners. The gain is a positive factor times the sum of squared matrix elements weighted by f_c − f_v. The orbital element is ⟨S|p_i|j⟩ = pδ_ij, and O_hh and O_lh are the overlaps of the electron envelope with the heavy-hole and light-hole envelopes. The valence states are

HH+ = −(X + iY)↑/√2, LH+ = [2Z↑ − (X + iY)↓]/√6, SO+ = [Z↑ + (X + iY)↓]/√3,

with their time-reversed partners. At k = 0 the strengths for HH are |p|²O_hh² in TE and 0 in TM. For LH they are |p|²O_lh²/3 in TE and 4|p|²O_lh²/3 in TM.

At the zone centre, the heavy hole has no TM strength, while the light hole is four times as strong in TM as in TE. Still to come are other field directions, numbers for a model well, the effect of a nearby split-off band, and what happens away from k = 0.
